# Kohn-Sham inversion of the CCSD density of helium

## Problem

Consider the singlet ground state of helium with a fixed point nucleus, $Z=2$, and no relativistic terms. Atomic units are used: energies in hartree, lengths in bohr. All orbitals are real, and $n(\mathbf r)$ is the spin-summed density, so that $\int n\,d^3r=2$.

A CCSD calculation is made in uncontracted Gaussian functions with angular momenta up to $L$. Its results are:

| $L$ | functions | $E$ | $T$ |
|---|---|---|---|
| 2 | 65 | $-2.902744$ | $2.902698$ |
| 3 | 93 | $-2.903275$ | $2.903167$ |

Here $T$ is the kinetic energy from the CCSD density matrix.

1. Show that the density matrix defined by the CCSD Lagrangian is, for two electrons, that of the full wavefunction in the basis.
2. Find the Kohn-Sham orbital, its kinetic energy $T_s$ and the local potential $v_s$ as functionals of $n$. Fix the constant in $v_s$.
3. Find the correlation kinetic energy $T_c=T-T_s$ in the complete-basis limit.
4. Extract the exchange-correlation potential, and say where the inverted potential can be trusted.

## Hints

**Hint 1.** How many electrons can be excited out of the reference determinant? What does this say about the space onto which the CCSD equations project?

**Hint 2.** Stationarity of the Lagrangian with respect to the amplitudes is an equation for a left state. Compare it with the Hermitian conjugate of the Schrödinger equation.

**Hint 3.** Two noninteracting electrons in a singlet ground state share one orbital. Divide the orbital equation by that orbital.

**Hint 4.** To fix the constant, let one electron move far away and ask what the other one is doing.

**Hint 5.** The electron-electron cusp makes the energy error fall as $(L+1)^{-3}$ at leading order. Two values of $L$ suffice to remove such a term.

## Solution

### 1. The Lagrangian density

Let $\Phi_0$ be the determinant with orbital $\varphi_0$ doubly occupied, and let $a,b$ label virtual orbitals. The cluster operator is called $S$, to keep $T$ for kinetic energy:

$$S=\sum_a t_aE_{a0}+\tfrac12\sum_{ab}t_{ab}E_{a0}E_{b0},\qquad t_{ab}=t_{ba}.$$

$E_{pq}$ moves an electron from $\varphi_q$ to $\varphi_p$, summed over spin. The Lagrangian is

$$\mathcal L=\langle\Phi_0|(1+\Lambda)e^{-S}He^{S}|\Phi_0\rangle,$$

where $\Lambda$ contains one multiplier for each singles and doubles equation.

Add a perturbation $\kappa\sum_{pq}o_{pq}E_{pq}$ to $H$, with the orbitals fixed. Because $\mathcal L$ is stationary in amplitudes and multipliers, their first-order changes do not contribute to $d\mathcal L/d\kappa$. Therefore

$$\frac{dE}{d\kappa}=\sum_{pq}o_{pq}D_{pq},\qquad D_{pq}=\langle\Phi_0|(1+\Lambda)e^{-S}E_{pq}e^{S}|\Phi_0\rangle .$$

**Right state.** Stationarity in $\Lambda$ says that $e^{-S}He^{S}\Phi_0$ has no component on any single or double excitation. With two electrons there are no others, so the vector is proportional to $\Phi_0$. Multiplication by $e^S$ gives

$$H\Psi=E\Psi,\qquad \Psi=e^S\Phi_0 .$$

To read off $\Psi$, write its spatial part as $\sum_{pq}C_{pq}\varphi_p(1)\varphi_q(2)$. Acting on $\varphi_0\varphi_0$, the operator $E_{a0}$ gives $\varphi_a\varphi_0+\varphi_0\varphi_a$, and $E_{a0}E_{b0}$ gives $\varphi_a\varphi_b+\varphi_b\varphi_a$. The factor $\tfrac12$ in the doubles operator, and the $\tfrac12$ of $S_1^2/2$ in the exponential, cancel the two equal terms. Higher terms vanish because $\varphi_0$ has been emptied. Hence

$$C_{00}=1,\quad C_{0a}=C_{a0}=t_a,\quad C_{ab}=t_{ab}+t_at_b .$$

**Left state.** Define $\langle\tilde\Psi|=\langle\Phi_0|(1+\Lambda)e^{-S}$. For an excitation operator $\tau$, which commutes with $S$, stationarity in its amplitude reads

$$0=\langle\tilde\Psi|[H,\tau]|\Psi\rangle=\langle\tilde\Psi|(H-E)\tau|\Psi\rangle .$$

The second form uses $H\Psi=E\Psi$. Also $\langle\tilde\Psi|(H-E)|\Psi\rangle=0$. The vectors $\Psi=e^S\Phi_0$ and $\tau\Psi=e^S\tau\Phi_0$ together span the two-electron singlet space, since $e^S$ is invertible. Thus $\langle\tilde\Psi|(H-E)=0$. As $H$ is Hermitian and its ground state is nondegenerate, $\langle\tilde\Psi|$ is proportional to $\langle\Psi|$. Its normalization follows from $\langle\tilde\Psi|\Psi\rangle=\langle\Phi_0|(1+\Lambda)|\Phi_0\rangle=1$, so

$$\langle\tilde\Psi|=\frac{\langle\Psi|}{\langle\Psi|\Psi\rangle},\qquad
D=\frac{2\,CC^{\mathsf T}}{\operatorname{tr}(CC^{\mathsf T})}.$$

The 2 counts the two electrons, which contribute equally because $C$ is symmetric. The trace of $D$ is 2, as it should be. Orbital relaxation adds nothing: the energy is that of the full two-electron space, which does not change when the orbitals are rotated within the basis.

For $L=3$ the Lagrangian density matrix and the one built from $C$ agree to $5.1\times10^{-9}$ in the largest element. With more than two electrons the step from singles and doubles to the full space fails, and the Lagrangian density is then in general an approximation.

### 2. Orbital, kinetic energy and potential

The Kohn-Sham system has the same density but no interaction. Its two electrons occupy one orbital $\phi$, so $n=2\phi^2$ and, with the positive sign chosen,

$$\phi=\sqrt{n/2},\qquad \nabla\phi=\frac{\nabla n}{2\sqrt{2n}} .$$

The kinetic energy is $2\times\tfrac12\int|\nabla\phi|^2$:

$$T_s=\int|\nabla\phi|^2\,d^3r=\int\frac{|\nabla n|^2}{8n}\,d^3r .$$

**What $T_c$ measures.** Normalize $\Psi$ and write $\Psi(\mathbf r_1,\mathbf r_2)=\phi(\mathbf r_1)f(\mathbf r_2|\mathbf r_1)$. Since $\int\Psi^2d^3r_2=n/2=\phi^2$, the conditional amplitude obeys $\int f^2d^3r_2=1$ for every $\mathbf r_1$. Differentiating this condition gives $\int f\nabla_1f\,d^3r_2=0$, which removes the cross term in

$$T=\iint|\nabla_1\Psi|^2=\int|\nabla\phi|^2d^3r_1+\int\phi^2\!\int|\nabla_1f|^2d^3r_2\,d^3r_1 .$$

The first term is $T_s$. The second is therefore $T_c$, and it is not negative. It measures how strongly the distribution of one electron responds when the other is moved. It vanishes for a product wavefunction.

**The potential.** The orbital equation is $(-\tfrac12\nabla^2+v_s)\phi=\varepsilon\phi$. Division by $\phi>0$ gives $v_s-\varepsilon=\nabla^2\phi/(2\phi)$. For a spherical density, primes denoting $d/dr$,

$$\frac{\phi'}{\phi}=\frac{n'}{2n},\qquad
\frac{\phi''}{\phi}=\Big(\frac{\phi'}{\phi}\Big)'+\Big(\frac{\phi'}{\phi}\Big)^2=\frac{n''}{2n}-\frac{n'^2}{4n^2}.$$

With $\nabla^2\phi=\phi''+2\phi'/r$ this becomes

$$v_s=\varepsilon+\frac{n''}{4n}-\frac{n'^2}{8n^2}+\frac{n'}{2rn}.$$

Is $\phi$ the ground state of this potential? Take a trial function $\phi g$. Its kinetic energy is

$$\tfrac12\int\big(g^2|\nabla\phi|^2+2g\phi\nabla\phi\cdot\nabla g+\phi^2|\nabla g|^2\big)d^3r .$$

Its expectation value of $v_s-\varepsilon$ is $\tfrac12\int g^2\phi\nabla^2\phi$, which on integration by parts equals minus half the integral of the first two terms. The sum is $\tfrac12\int\phi^2|\nabla g|^2\ge0$, with equality for constant $g$. So $\phi$ is the ground state.

**The constant.** Let electron 1 be far from the nucleus. Electron 2 is left in the ground state of He$^+$, and $-2/r_1+1/r_{12}\to-1/r_1$. To leading order $\Psi\to g(\mathbf r_1)\psi_{\rm ion}(\mathbf r_2)$, with

$$\Big(-\tfrac12\nabla^2-\frac1r\Big)g=\big[E({\rm He})-E({\rm He}^+)\big]g .$$

Integrating $\Psi^2$ over $\mathbf r_2$ shows that $\phi$ has the same tail as $g$. A potential that vanishes at infinity therefore requires

$$\varepsilon=E({\rm He})-E({\rm He}^+),\qquad v_s\to-\frac1r .$$

For $L=3$, $\varepsilon=-2.903275+1.999998=-0.903277$.

As a test, the inverted potential was put into a radial finite-difference equation. Its lowest level is $-0.90329$, and the kinetic energy of its orbital is $2.8668$, against $2.866689$ from the density integral.

### 3. The correlation kinetic energy

Evaluating $\int|\nabla n|^2/(8n)$ with the two CCSD densities gives

$$\begin{aligned}
L=2:&\quad T_c=2.902698-2.866445\approx0.036254,\\
L=3:&\quad T_c=2.903167-2.866689\approx0.036479,
\end{aligned}$$

where the last digits come from unrounded values. These are finite-basis results, and the larger basis gives the larger $T_c$. They are not converged radially either. With a nearly complete radial set at the same $L$, $T$ rises by $6.8\times10^{-5}$ ($L=2$) and $1.5\times10^{-4}$ ($L=3$), $T_s$ by $5.8\times10^{-5}$ and $1.3\times10^{-4}$, and $T_c$ becomes $0.036264$ and $0.036499$.

The rate of convergence follows from a scaling argument. The exact wavefunction has a kink where the electrons meet. Angular functions up to $L$ resolve it down to separations of order $r/L$. The missing gradient is of order $\Psi$ itself in a relative volume of order $L^{-3}$, and so is the energy error. This corresponds to contributions proportional to $(\ell+\tfrac12)^{-4}$ from each omitted $\ell$; their sum, approximated by an integral from $L+1$, is proportional to $(L+1)^{-3}$.

If the radial functions are complete for each $\ell$, the variational space is unchanged by a uniform scaling of lengths. The virial theorem $T=-E$ then holds for each $L$, and $T$ converges at the same rate as $E$. For $T_s$ the same law is an assumption, to be judged by an independent calculation. With $X_L=X_\infty+a/(L+1)^3$,

$$64X_3-27X_2=(64-27)X_\infty+(a-a)=37X_\infty .$$

Hence

$$T_c=\frac{64(0.036479)-27(0.036254)}{37}=0.03664 .$$

The independent calculation uses no orbitals. It minimizes the energy of a 70-term function $e^{-\zeta s}P(s,t^2,u)$, where $P$ is a polynomial, $s=r_1+r_2$, $t=r_1-r_2$ and $u=|\mathbf r_1-\mathbf r_2|$. The odd powers of $u$ represent the kink directly. Integrating out one electron gives the density, and then

$$T_c=2.903717-2.867074=0.03664 .$$

This reference is itself a finite expansion; its $T$ and $-E$ differ by about $7\times10^{-6}$. The result is

$$\boxed{T_c\approx0.0366\ \text{hartree}\approx1.00\ \text{eV}.}$$

The close agreement needs a careful reading. The extrapolated $T=2.903510$ and $T_s=2.866867$ both lie about $2.1\times10^{-4}$ below the reference, and these errors cancel in the difference. Variation B removes most of this by a scaling. The match in the fifth decimal is also partly accidental, because two errors cancel. With radially complete functions the same formula gives $0.03667$, about $3\times10^{-5}$ too high, since $L=2$ and $3$ are too low for the leading term alone to describe $T_c$. The radial incompleteness of the Gaussian set lowers the result by about the same amount. The extrapolation should be trusted to a few times $10^{-5}$, and the last digit rests on the reference.

**Place in the correlation energy.** Let $U=\tfrac12\iint n(\mathbf r)n(\mathbf r')/|\mathbf r-\mathbf r'|$. In the Kohn-Sham determinant the two electrons repel each other with energy $U/2$: the exchange energy $E_x=-U/2$ removes the self-repulsion. The correlation energy is the true energy minus that of the determinant. Both have the same density and hence the same nuclear attraction, so

$$E_c=T_c+\big(V_{ee}-U/2\big).$$

For $L=3$, $V_{ee}-U/2=0.946308-1.024450=-0.078142$, and $E_c=0.036479-0.078142=-0.041663$. Avoidance lowers the repulsion by about twice the kinetic energy that it costs.

### 4. The exchange-correlation potential

By definition $v_s=-2/r+v_H+v_{xc}$, where $v_H(\mathbf r)=\int n(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$. At $r=1$, $n=0.098637$ gives $\phi=\sqrt{0.098637/2}=0.2221$, and with $v_H=1.786$,

$$v_{xc}=-1.082+2.000-1.786=-0.868 .$$

The $L=3$ results and the reference potential are:

| $r$ | $v_s$, CCSD | $v_s$, reference | $v_{xc}$, CCSD |
|---|---|---|---|
| 0.2 | $-8.440$ | $-8.444$ | $-1.609$ |
| 0.5 | $-2.683$ | $-2.683$ | $-1.273$ |
| 1.0 | $-1.082$ | $-1.083$ | $-0.868$ |
| 2.0 | $-0.501$ | $-0.500$ | $-0.492$ |
| 3.0 | $-0.334$ | $-0.333$ | $-0.334$ |

For two-electron singlets $E_x=-U/2$, and its functional derivative is $v_x=-v_H/2$. At $r=1$ this is $-0.893$, leaving $v_c=+0.025$. At $r=0.2$, where $v_H=3.169$, the remainder $v_{xc}+v_H/2$ is $-0.025$ from unrounded values; a converged basis moves it to about $-0.027$. The correlation potential thus changes sign between these radii. It is small enough that errors of a few thousandths in $v_s$ matter for it.

The inversion contains second derivatives divided by the density, so it exposes defects that barely affect energies. Two follow directly from the form of the Gaussians:

- **At the nucleus**, a finite sum of Gaussians is smooth, so $\nabla^2\phi/\phi$ stays finite. At $r=0.001$ the inverted potential is $-410$, while $-2/r=-2000$. The value depends on the tightest s exponent; two tighter s functions change it to about $-850$.
- **In the far tail**, suppose that one s-type Gaussian $e^{-\alpha r^2}$ dominates $\phi$. Then $v_s-\varepsilon=\nabla^2\phi/(2\phi)=2\alpha^2r^2-3\alpha$, so $v_s$ rises without bound instead of following $-1/r$.

The CCSD potential is therefore supported at the intermediate radii of the table. Measured against a converged density, its error is at most about $0.005$ for $0.2\le r\le0.5$ and $0.002$ for $0.5\le r\le3$, but it reaches $0.7$ at $r=0.05$, and in the tail $v_s$ has turned positive by $r=10$. The reference potential at $r=4$ is $-0.2485$, close to $-1/r=-0.2500$. The integral $T_s$ suffers little from either defect, because both regions carry little weight in it.

## Variation A: start from the Hartree-Fock density

*What does the inversion give for the Hartree-Fock density, and is $T-T_{\rm HF}$ the same as $T_c$?*

The Hartree-Fock orbital is nodeless, so $\sqrt{n_{\rm HF}/2}$ returns it, with $T_s[n_{\rm HF}]=T_{\rm HF}$. In its equation, direct repulsion minus exchange leaves the field of one electron, $v_H/2$. Hence $v_s=-2/r+v_H/2$ and $v_{xc}=-v_H/2$: exchange alone. The determinant is a product in space, so its $T_c$ is zero.

For the correlated state,

$$T-T_{\rm HF}=T_c+\big(T_s[n]-T_{\rm HF}\big).$$

With $L=3$ the bracket is $2.866689-2.861671=0.005018$, and the sum is $0.0415$, not $0.0365$. The extra term arises because correlation changes the density. In a complete basis the virial theorem holds for both energies, and $T-T_{\rm HF}=E_{\rm HF}-E$. Here the right side is $0.041597$ and the left $0.041496$; the gap of $1.0\times10^{-4}$ reflects the imperfect virial balance of the basis.

## Variation B: repair the virial theorem

*Scale the CCSD wavefunction uniformly until $T=-E$. How do $T$, $T_s$ and $T_c$ change?*

Let $\Psi_\eta(\mathbf r_1,\mathbf r_2)=\eta^3\Psi(\eta\mathbf r_1,\eta\mathbf r_2)$, so that $n_\eta(\mathbf r)=\eta^3n(\eta\mathbf r)$. Two derivatives give $T\to\eta^2T$. In $T_s$, the integrand acquires $\eta^8/\eta^3$ and the volume element $\eta^{-3}$, so $T_s\to\eta^2T_s$ as well. Therefore $T_c\to\eta^2T_c$.

The Coulomb energy $V=E-T$ scales as $\eta V$. Minimizing $\eta^2T+\eta V$ gives

$$\eta=-\frac{V}{2T}=1-\frac{E+T}{2T},\qquad \eta^2-1\approx-\frac{E+T}{T}.$$

For $L=3$, $E+T=-1.08\times10^{-4}$ and $\eta^2-1=3.7\times10^{-5}$. Both $T$ and $T_s$ rise by about $1.1\times10^{-4}$, but $T_c$ rises by only $0.0365\times3.7\times10^{-5}\approx1.4\times10^{-6}$.

Treating $L=2$ in the same way and extrapolating again gives $T\approx2.90366$ and $T_s\approx2.86702$. Each is now about $5.5\times10^{-5}$ below the reference, instead of $2.1\times10^{-4}$, and $T_c$ is still $0.0366$. Most of the shared error can thus be removed by a uniform scaling, to which $T_c$ is insensitive because it is itself small. The origin of the virial defect is a lack of tight d and f functions. Two more of each reduce $E+T$ for $L=3$ to $-1.2\times10^{-5}$, while tighter s or p functions hardly change it. They also raise $T_c$ by $1.2\times10^{-5}$, a part of the basis error that scaling does not repair. The numerical output below lists the values used here.

## Values computed for the example and the checks

```
Energies in hartree, lengths in bohr, unless stated
L=2: number of basis functions = 65
L=2: E(HF) = -2.861678, E(CCSD) = -2.902744
L=2: T = 2.902698, T_s = 2.866445, T_c = 0.036254
L=2: T_HF = 2.861671, T - T_HF = 0.041027
L=2: V_ee = 0.946957, U = 2.048690, E_c = -0.041134
L=2: virial sum E + T = -4.5e-05
L=3: number of basis functions = 93
L=3: E(HF) = -2.861678, E(CCSD) = -2.903275
L=3: T = 2.903167, T_s = 2.866689, T_c = 0.036479
L=3: T_HF = 2.861671, T - T_HF = 0.041496
L=3: V_ee = 0.946308, U = 2.048899, E_c = -0.041663
L=3: virial sum E + T = -1.1e-04
L=3: largest scaled eigenvector residual = 1.7e-10
L=3: Lagrangian minus wavefunction density matrix, max = 5.1e-09
Extrapolated E = -2.903663
Extrapolated T = 2.903510
Extrapolated T_s = 2.866867
Extrapolated T_c = 0.03664
Extrapolated E_c = -0.04205
Reference: terms = 70, retained = 70, zeta = 1.9 1/bohr
Reference: E = -2.9037235, T = 2.903717, T_s = 2.867074
Reference: T_c = 0.03664 hartree = 0.997 eV
L=3: E(He+) = -1.999998, eps = -0.903277
Reference: eps = -0.903723
r (bohr), n (bohr^-3), phi (bohr^-3/2), then in hartree:
v_s CCSD, v_s reference, v_H CCSD, v_xc CCSD
0.2  1.652447  0.908968  -8.440  -8.444  3.169  -1.609
0.5  0.543023  0.521068  -2.683  -2.683  2.590  -1.273
1.0  0.098637  0.222078  -1.082  -1.083  1.786  -0.868
1.5  0.020278  0.100692  -0.676  -0.676  1.292  -0.634
2.0  0.004470  0.047275  -0.501  -0.500  0.991  -0.492
3.0  0.000241  0.010988  -0.334  -0.333  0.666  -0.334
Reference v_s at r = 4.0: -0.2485; -1/r = -0.2500
CCSD v_s at r = 0.001: -410; -2/r = -2000
Radial equation: grid step = 0.0025 bohr, end = 7.0 bohr
Radial equation: eps = -0.90329, T_s = 2.8668
Radial equation: max error of radial probability = 2.8e-05 1/bohr
```
